# Minimum Spacing of Silicon Waveguides from Evanescent Coupling and Its First Correction

## 1. Two thin sheets

Take two identical, infinitely thin guiding sheets at $x=\pm g/2$ in a uniform cladding of index $n_{cl}$. The field is $\psi(x)e^{i\beta z-i\omega t}$, with the electric field parallel to the sheets. With $k_0=2\pi/\lambda$,

$$\psi''=q^2\psi\quad\text{off the sheets},\qquad q^2=\beta^2-k_0^2n_{cl}^2 .$$

At each sheet $\psi$ is continuous and its slope drops by $S\psi$, where $S$ is the guiding strength. A single sheet has $\psi=e^{-q|x|}$, whose slope drops by $2q$. Hence $q=S/2\equiv\gamma$.

With two sheets the modes are even or odd about $x=0$. Outside the pair the logarithmic slope is $-q$. Just inside the right sheet it is $q\tanh(qg/2)$ for the even mode and $q\coth(qg/2)$ for the odd one. The even condition is $q[1+\tanh(qg/2)]=2\gamma$. Since $1+\tanh(u/2)=2/(1+e^{-u})$ and $1+\coth(u/2)=2/(1-e^{-u})$, both conditions read

$$q=\gamma\,(1+s\,e^{-qg}),\qquad s=+1\text{ (even)},\quad s=-1\text{ (odd)}.$$

Put $q=\gamma+\delta$ and $E=e^{-\gamma g}\ll1$. To first order $\delta=s\gamma E$. Because $\beta\,d\beta=q\,dq$, the propagation constants shift by $s\gamma^2E/\beta$. Half their difference is the coupling coefficient

$$\kappa\equiv\frac{\beta_e-\beta_o}{2}\simeq\frac{\gamma^2}{\beta}\,e^{-\gamma g}.$$

The exponent is $\gamma g$, not $2\gamma g$: one field decays across the whole gap before it meets the other guide.

The next order is also visible. Inserting $e^{-qg}\simeq E(1-\delta g)$ gives $\delta=s\gamma E-\gamma^2gE^2$. The second term is the same for both modes and cancels in the difference, as do the other terms in $s^2$ that arise when $q$ is converted to $\beta$. The relative correction to $\kappa$ is therefore of order $E^2$, apart from powers of $g$.

## 2. From splitting to crosstalk

Let $a_1,a_2$ be the amplitudes in the two guides. Unit power launched in guide 1 is an equal sum of the even and odd supermodes, $(1,0)=\tfrac12(1,1)+\tfrac12(1,-1)$. After length $L$,

$$a_2=\tfrac12\left(e^{i\beta_eL}-e^{i\beta_oL}\right)=i\,e^{i(\beta_e+\beta_o)L/2}\sin\kappa L .$$

The crosstalk, the fraction of power in guide 2, and the coupling length for full transfer are

$$X=\sin^2\kappa L,\qquad L_c=\frac{\pi}{2\kappa}.$$

This assumes equal, lossless guides, each excited in its fundamental mode.

It also treats the two guide modes as orthogonal. If their overlap is $S_{12}$, the even and odd combinations carry weights $(1+S_{12})/2$ and $(1-S_{12})/2$. Projection on guide 2 then gives, up to a phase, $i\sin\kappa L+S_{12}\cos\kappa L$, so the power has an extra term $S_{12}^2\cos^2\kappa L$. For thin sheets $\phi=\sqrt\gamma\,e^{-\gamma|x|}$ and

$$S_{12}=\gamma\left[g\,e^{-\gamma g}+2\int_0^\infty e^{-\gamma(g+2u)}du\right]=(1+\gamma g)e^{-\gamma g}.$$

The first term comes from between the sheets, the second from the two outer regions. At $\gamma g=10$ this gives $S_{12}^2\approx2.5\times10^{-7}$, negligible beside a crosstalk of $10^{-3}$.

## 3. Slabs of finite width

Let each core have width $w$ and index $n_{co}$, and define $h^2=k_0^2n_{co}^2-\beta^2$. For an electric field parallel to the walls, $\psi$ and $\psi'$ are continuous. For an electric field normal to the walls, $\psi$ is the magnetic field, and $\psi$ and $\psi'/n^2$ are continuous. Both cases are covered by $r=1$ and $r=n_{co}^2/n_{cl}^2$, respectively.

In the right core write $\psi=\cos[h(x-x_0)]$. Matching at the inner and outer walls gives

$$\tan[h(x_0-\tfrac g2)]=\frac{rqt}{h},\qquad \tan[h(\tfrac g2+w-x_0)]=\frac{rq}{h},$$

where $t=\tanh(qg/2)$ for the even mode and $\coth(qg/2)$ for the odd. Adding the two angles, for the fundamental pair,

$$F(\beta,t)=hw-\arctan\frac{rq}{h}-\arctan\frac{rqt}{h}=0 .$$

An isolated guide has $t=1$, and its decay constant is again called $\gamma$. At large gap $t\simeq1-2sE$. To find the shift of $\beta$ we need two derivatives at $t=1$. With $D=h^2+r^2\gamma^2$,

$$\frac{\partial F}{\partial t}=-\frac{r\gamma/h}{1+r^2\gamma^2/h^2}=-\frac{r\gamma h}{D}.$$

Using $dh/d\beta=-\beta/h$ and $dq/d\beta=\beta/q$,

$$\frac{d}{d\beta}\arctan\frac{rq}{h}=\frac{r\beta(h/\gamma+\gamma/h)}{D}=\frac{r\beta(h^2+\gamma^2)}{\gamma hD},$$

$$\frac{\partial F}{\partial\beta}=-\frac{\beta}{h}w_{\rm eff},\qquad w_{\rm eff}=w+\frac{2r(h^2+\gamma^2)}{\gamma D}.$$

The condition $F=0$ requires $\delta\beta=-(\partial F/\partial t)\,\delta t/(\partial F/\partial\beta)$. With $\delta t=-2sE$ the two minus signs in the derivatives cancel, leaving $\delta\beta=2sE\,r\gamma h^2/(\beta Dw_{\rm eff})$ and

$$\boxed{\kappa\simeq\frac{2r\gamma h^2}{\beta(h^2+r^2\gamma^2)w_{\rm eff}}\,e^{-\gamma g}}$$

For $r=1$, $w\to0$ and $h^2w\to2\gamma$, we have $w_{\rm eff}\to2/\gamma$ and recover $\gamma^2E/\beta$. The formula was tested against the full supermode equation at a gap of 1 µm, for both polarizations, and agreed within 0.1% of $\kappa$.

## 4. The spacing rule

The prefactor depends on details of the guide, but one coupling length $L_0$ at a reference gap $g_0$ fixes it:

$$L_c(g)=L_0e^{\gamma(g-g_0)},\qquad \gamma=k_0\sqrt{n_{\rm eff}^2-n_{cl}^2},\qquad n_{\rm eff}=\beta/k_0 .$$

We require crosstalk no larger than $X$ at the chosen gap and at every larger gap. On the first branch, $0<\kappa L<\pi/2$, $\sin^2\kappa L$ rises with $\kappa$, so the condition is $\kappa L\le\arcsin\sqrt X$. Substituting $\kappa=\pi/(2L_c)$ gives

$$\frac{\pi L}{2L_0}e^{-\gamma(g-g_0)}\le\arcsin\sqrt X .$$

Taking logarithms and dividing by the positive $\gamma$,

$$\boxed{g\ge g_{\min}=g_0+\frac1\gamma\ln\frac{\pi L}{2L_0\arcsin\sqrt X}}$$

Here $g$ is the edge-to-edge gap; the centre-to-centre pitch is $g+w$. The rule is meant for extrapolation outward, $g_{\min}\ge g_0$.

For small $X$, $\arcsin\sqrt X\simeq\sqrt X$. A tenfold reduction of $X$ then costs $\ln10/(2\gamma)$ in gap, and a tenfold increase of $L$ costs $\ln10/\gamma$. Length costs twice as much because small crosstalk grows as $L^2$.

## 5. One centimetre at −30 dB

Take these round model parameters:

- wavelength 1.55 µm, $n_{\rm eff}=2.40$, $n_{cl}=1.45$, $w=0.45$ µm;
- $L_0=100$ µm at $g_0=0.20$ µm;
- $L=10^4$ µm and $X=10^{-3}$.

The decay constant is

$$\gamma=4.0537\sqrt{2.40^2-1.45^2}=7.752\ \text{µm}^{-1}.$$

The largest allowed phase is $\kappa L=\arcsin\sqrt{0.001}=0.03163$, so $\kappa\le3.163\times10^{-6}$ µm$^{-1}$. The required coupling length is

$$L_c=\frac{\pi}{2(3.163\times10^{-6})}\ \text{µm}\approx4.97\times10^5\ \text{µm}.$$

This is about fifty times the device length and 4966 times the reference length. Therefore

$$g_{\min}=0.20+\frac{\ln4966}{7.752}=0.20+\frac{8.510}{7.752}\approx1.30\ \text{µm}\quad(1300\ \text{nm}),$$

and the pitch is about 1.75 µm.

Each further 10 dB of isolation costs 0.149 µm: the gap is 1.15 µm for −20 dB and 1.45 µm for −40 dB. A tenfold longer run costs 0.297 µm. An error in $L_0$ enters the gap only through the logarithm: a factor of two moves it by $\ln2/\gamma\approx0.089$ µm. At a fixed gap, however, the same factor changes the crosstalk by about 6 dB. A relative error in $\gamma$ rescales the whole extrapolated distance. Lowering $n_{\rm eff}$ to 2.30 with $L_0$ held fixed raises the gap to 1.38 µm.

In the $\sin^2$ law, which neglects the overlap term of Section 2, smaller gaps can also give zero crosstalk. At $\kappa L=\pi$ the power has gone over and returned, which happens here at $g=0.705$ µm. The overlap term leaves a residue $S_{12}^2$ at this null: $7.5\times10^{-4}$ for thin sheets, close to the limit itself, but only about $10^{-5}$ for a slab 0.45 µm wide with the same $\gamma$ and the electric field parallel to the walls. Widening that gap by 0.010 µm multiplies $\kappa L$ by $e^{-0.0775}$, and the crosstalk becomes 0.054, or −12.7 dB. Such a null depends on precise dimensions, which is why "minimum" was defined to include all larger gaps.

## 6. Finite height: the first correction

A slab field has one decay constant. A strip of finite height has a field that also spreads vertically, and this changes the asymptotic law. We treat it in scalar theory, where $\psi$ and its gradient are continuous.

Let $\phi_R(x,y)$ be the real, normalized mode of the right guide alone, $\int\phi_R^2\,dx\,dy=1$, and $\phi_L$ its mirror image. The midplane is $x=0$. In $x>0$ the index of the pair equals that of the right guide alone, so for a supermode $\psi$ with constant $\beta_s$,

$$\phi_R\nabla^2\psi-\psi\nabla^2\phi_R=(\beta_s^2-\beta^2)\psi\phi_R .$$

Integrate over $x>0$. The outward normal at the midplane is $-\hat x$, hence

$$-\int dy\,(\phi_R\partial_x\psi-\psi\partial_x\phi_R)_{x=0}=(\beta_s^2-\beta^2)\int_{x>0}\psi\phi_R\,dx\,dy .$$

For weak coupling use $\psi_{e,o}=(\phi_R\pm\phi_L)/\sqrt2$; the integral on the right is then $1/\sqrt2$ to leading order. At $x=0$ the even mode has $\psi=\sqrt2\phi_R$ and $\partial_x\psi=0$. The odd mode has $\psi=0$ and $\partial_x\psi=\sqrt2\,\partial_x\phi_R$. With $I=\int dy\,\phi_R\partial_x\phi_R|_{x=0}$,

$$\beta_e^2-\beta^2=2I,\qquad\beta_o^2-\beta^2=-2I .$$

Subtracting, $4I=\beta_e^2-\beta_o^2\simeq4\beta\kappa$, so $\kappa=I/\beta$.

Now expand the tail in vertical wavenumbers $k$. Each component satisfies the cladding equation with $q(k)=\sqrt{\gamma^2+k^2}$:

$$\phi_R=\int\frac{dk}{2\pi}A(k)e^{iky}e^{-q(g/2-x)},$$

where $A(k)$ is the Fourier transform of $\phi_R$ along the facing edge. The $x$ derivative supplies $q$, and the $y$ integral pairs $k$ with $-k$:

$$\kappa=\frac1\beta\int\frac{dk}{2\pi}\,q\,|A(k)|^2e^{-qg}.$$

Differentiation with respect to $g$ shows that the local decay rate $-d\ln\kappa/dg$ is an average of $q$ with positive weight. It exceeds $\gamma$, since $q>\gamma$ except at $k=0$. In this theory, extrapolating outward with $\gamma$ overestimates the gap.

At large $g$ small $k$ dominates. For a mode even in $y$ with $A(0)\ne0$,

$$q\simeq\gamma+\frac{k^2}{2\gamma}-\frac{k^4}{8\gamma^3},\qquad |A(k)|^2\simeq A(0)^2(1-k^2\langle y^2\rangle),$$

where $\langle y^2\rangle=\int y^2\phi_R\,dy/\int\phi_R\,dy$ on the facing edge. The Gaussian $e^{-gk^2/(2\gamma)}$ has integral $\sqrt{2\pi\gamma/g}$ and moments $\langle k^2\rangle=\gamma/g$, $\langle k^4\rangle=3\gamma^2/g^2$. The factor $q$ contributes $\langle k^2\rangle/(2\gamma^2)=1/(2\gamma g)$. The quartic term in the exponent contributes $g\langle k^4\rangle/(8\gamma^3)=3/(8\gamma g)$. The spectrum contributes $-\gamma\langle y^2\rangle/g$. Together,

$$\kappa\simeq\frac{\gamma A(0)^2}{\beta}\sqrt{\frac{\gamma}{2\pi g}}\;e^{-\gamma g}\left[1-\frac{\ell}{2g}\right],\qquad \ell=2\gamma\langle y^2\rangle-\frac{7}{4\gamma}.$$

The first correction to the exponential is the factor $g^{-1/2}$, due to vertical spreading. The bracket says when it has set in: $g$ must be large compared with $|\ell|$. To the same order the two factors combine into $(g+\ell)^{-1/2}$, a form that stays usable at moderate gaps when $\ell>0$. Then

$$-\frac{d\ln\kappa}{dg}\simeq\gamma+\frac{1}{2(g+\ell)}.$$

Setting $\kappa(g)/\kappa(g_0)=L_0/L_c$ and taking the logarithm gives the corrected gap

$$g\simeq g_{\min}-\frac{1}{2\gamma}\ln\frac{g_{\min}+\ell}{g_0+\ell},$$

where $g$ inside the slowly varying logarithm has been replaced by $g_{\min}$. This makes the result slightly too small, by about 2 nm for the strips of Section 7.

## 7. How large is the error?

**Slabs.** For cores of index 2.80 and width 0.45 µm, with the electric field normal to the walls, the supermode equation gives $L_0=15.49$ µm at 0.20 µm. The rule predicts a gap of 1.566 µm for the same crosstalk target; the supermode equation gives 1.564 µm. With the reference moved to 0.60 µm the two agree to the printed 0.1 nm. The first difference, 1.3 nm, corresponds to an error of about 1% in the exponential law for $\kappa$ at the 0.20 µm reference. It has almost vanished at 0.60 µm, as expected of a correction of second order in $e^{-\gamma g}$.

**Strips.** A scalar pair of index 3.50, width 0.45 µm and height 0.22 µm was solved on a grid. It has $\gamma=8.775$ µm$^{-1}$ and $L_0=20.44$ µm at 0.20 µm. The decay rate of $\kappa$ is 9.568 µm$^{-1}$ between gaps of 0.2 and 0.4 µm, and 9.065 µm$^{-1}$ between 1.2 and 1.4 µm. It stays above $\gamma$ and falls toward it, as derived. At 0.8 µm the spectral integral gives a $\kappa$ about 2% below the supermode value, within the 4% allowed in the test.

The simple rule gives 1.351 µm, whereas the strip supermodes require 1.289 µm: an overestimate of 62 nm. These strip figures carry grid error in their last digits. Converged values are $\gamma\approx8.741$ µm$^{-1}$, $L_0\approx20.32$ µm, decay rates 9.553 and 9.049 µm$^{-1}$, and gaps of 1.356 and 1.291 µm, an overestimate of about 64.5 nm. The grid values are used below. The correction can be checked by reading $\ell$ from the decay rates. At the middle of the first interval,

$$\ell\approx\frac{1}{2(9.568-8.775)}-0.3\approx0.33\ \text{µm}.$$

The corrected gap is then

$$1.351-\frac{1}{2(8.775)}\ln\frac{1.351+0.33}{0.20+0.33}\approx1.285\ \text{µm}.$$

The last interval gives $\ell\approx0.42$ µm and a corrected gap of 1.291 µm. The two values bracket the supermode result. Most of their difference comes from the grid. With a horizontal step $d=0.025$ µm, a field of decay constant $\gamma$ falls on the grid at the rate $(2/d)\,\mathrm{arcsinh}(\gamma d/2)=8.757$ µm$^{-1}$ instead of 8.775. The shift is small, but at large gaps so is the excess over $\gamma$ from which $\ell$ is read. Subtracting 8.757 instead gives $\ell\approx0.32$ µm from both intervals. Setting $\ell=0$ would subtract about 109 nm, too much, because the pure $g^{-1/2}$ law has not set in at the reference gap.

If the guide of Section 5 had a similar $\ell$, its gap would fall by about 0.07 µm, from 1.30 to about 1.23 µm. That is an indication of size, not a design value. In a strip of high index contrast the vector components of the field enter the coupling with their own weights, and the positive-weight argument has not been shown for them. The safer use of the rule is to take $n_{\rm eff}$ and $L_0$ from the same guide and polarization, with $g_0$ as close to the final gap as the coupling can be determined reliably. This shortens the extrapolation and reduces both the error from $\gamma$ and the correction from vertical spreading.

The estimate leaves out roughness scattering, substrate leakage, bends, loss, higher modes and differences between the guides. The last of these is severe at such weak coupling. With a uniform mismatch $2\delta$ between the two propagation constants, $X=(\kappa^2/\Omega^2)\sin^2\Omega L$ with $\Omega^2=\kappa^2+\delta^2$, which on the first branch is no larger than $\sin^2\kappa L$. For the scalar strip $\beta$ changes by about $3.6\times10^{-3}$ µm$^{-1}$ per nanometre of width, so at $\kappa=3.163\times10^{-6}$ µm$^{-1}$ over 1 cm a width difference of 0.1 nm lowers $X$ from $10^{-3}$ to about $3\times10^{-4}$, and one of 1 nm keeps it below about $3\times10^{-6}$. For real guides the rule is therefore a worst-case bound on the evanescent crosstalk, not a prediction of it. Light that reaches the second guide by scattering or through the substrate need not follow $e^{-\gamma g}$, so a measured crosstalk floor can lie above the value calculated here. The remaining values are in the numerical output below.

## Numbers as computed

```
MAIN EXAMPLE
wavelength = 1.55 um
effective index = 2.40, cladding index = 1.45
guide width = 0.45 um
reference gap = 0.20 um, reference coupling length = 100 um
length = 10000 um, crosstalk limit = -30 dB = 0.0010
vacuum wavenumber k0 = 4.0537 1/um
decay constant gamma = 7.752 1/um, 1/gamma = 0.1290 um
reference coupling coefficient = 0.01571 1/um
largest phase kappa*L = 0.03163 rad
largest coupling coefficient = 3.163e-06 1/um
required coupling length = 4.9665e+05 um = 0.497 m
ratio to reference length = 4966.5
natural logarithm of ratio = 8.510
minimum gap = 1.298 um = 1298 nm
minimum centre-to-centre pitch = 1.748 um
minimum gap for -20 dB = 1.149 um
minimum gap for -40 dB = 1.446 um
minimum gap for -50 dB = 1.595 um
extra gap per 10 dB = 0.1485 um
extra gap per tenfold length = 0.2970 um
minimum gap if n_eff = 2.30: 1.376 um
gap of first null (kappa*L = pi) = 0.7046 um
crosstalk there with gap 0.010 um wider = 0.0539 = -12.7 dB
SLAB PAIR, electric field normal to walls
core index = 2.80, width = 0.45 um
effective index = 2.3696, gamma = 7.597 1/um
coupling length at 0.20 um gap = 15.49 um
gap from rule, reference at 0.20 um = 1.5657 um
gap from rule, reference at 0.60 um = 1.5644 um
gap from supermode equation = 1.5644 um
SLAB PAIR, electric field parallel to walls, gap 0.60 um
largest error of sin^2 law in power fraction = 0.00118
SCALAR STRIP PAIR
core index = 3.50, width = 0.45 um, height = 0.22 um
effective index = 2.6054, gamma = 8.775 1/um
coupling length at 0.20 um gap = 20.44 um
decay rate of kappa, gap 0.2 to 0.4 um = 9.568 1/um
decay rate of kappa, gap 0.4 to 0.6 um = 9.369 1/um
decay rate of kappa, gap 0.6 to 0.8 um = 9.248 1/um
decay rate of kappa, gap 0.8 to 1.0 um = 9.166 1/um
decay rate of kappa, gap 1.0 to 1.2 um = 9.108 1/um
decay rate of kappa, gap 1.2 to 1.4 um = 9.065 1/um
kappa at 0.8 um gap: supermodes = 2.7388e-04 1/um
kappa at 0.8 um gap: spectrum = 2.6768e-04 1/um
gap from rule, reference at 0.20 um = 1.351 um
gap from strip supermodes = 1.289 um
overestimate by rule = 62 nm
```
